**Persistent current of a ring with a scatterer: numerical test**

The program tests the condition $\cos\theta=\mathrm{Re}(e^{-ikL}/t)$ and the current $J=(v_F/\pi L)(\sqrt T\sin\theta/\sin\beta)\times\{\beta\text{ for odd }N;\ \beta-\pi\text{ for even }N\}$. Here $\theta=2\pi\Phi/(h/e)$, $L$ is the circumference, $t$ the scatterer's transmission amplitude, $T=|t|^2$, $\beta=\arccos(\sqrt T\cos\theta)$, $v_F$ the Fermi velocity and $N$ the number of spinless electrons. For a smooth asymmetric scatterer, it asserts that levels and level currents from plane-wave diagonalization agree with $t$ obtained by integrating the wave equation. It also asserts the parity of the energy minimum in random potentials, the clean sawtooth, the gap, the cube-root peak law, the weak-link limit and the approximate half-quantum period with spin. For a delta barrier, exact level sums must agree with the current formula, with an error that falls as the ring grows. The output shows a largest deviation of $6.2\times10^{-4}\,v_F/L$ for 101 electrons and $1.6\times10^{-4}\,v_F/L$ for 405 electrons in a ring four times as long. With 9% reflection, the peak current is $0.688\,v_F/L$, or $1.45\ \mu$A.

## Numerical check

```python
"""Persistent current of a one-channel ring with a scatterer.

Result under test: cos(theta) = Re(exp(-i k L)/t), theta = 2 pi flux/(h/e),
and, for N spinless electrons at leading order in 1/N,
  J = v/(pi L) * sqrt(T) sin(theta)/sin(beta) * (beta if N odd, beta-pi if even),
  beta = arccos(sqrt(T) cos(theta)).
L: circumference, t: scatterer amplitude, T=|t|^2, R=1-T, v: Fermi velocity,
J = dE/dtheta: particle circulation rate; the electric current is -e J.
Rydberg atomic units: hbar = 2m = 1, E = k^2, v = 2k.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

pi = np.pi


# ---------- smooth potentials: diagonalization in twisted plane waves ----------
def diagonalize(potential_samples, length, theta, mmax):
    size = len(potential_samples)
    coeff = np.fft.fft(potential_samples) / size
    m = np.arange(-mmax, mmax + 1)
    q = (2 * pi * m + theta) / length
    ham = np.diag(q**2).astype(complex) + coeff[(m[:, None] - m[None, :]) % size]
    energy, vec = np.linalg.eigh(ham)
    current = (np.abs(vec)**2 * (2 * q / length)[:, None]).sum(axis=0)
    return energy, current


def bump(x):
    return 1.5 * np.exp(-((x + 1) / 0.7)**2) + 0.6 * np.exp(-((x - 1) / 0.9)**2)


def inverse_t(k):
    """1/t from integrating the outgoing wave backwards through the bump."""
    edge = 7.0
    start = np.exp(1j * k * edge)
    sol = solve_ivp(lambda x, y: [y[1], (bump(x) - k * k) * y[0]],
                    (edge, -edge), [start, 1j * k * start],
                    method="DOP853", rtol=1e-10, atol=1e-12)
    psi, dpsi = sol.y[:, -1]
    return 0.5 * (psi + dpsi / (1j * k)) * np.exp(1j * k * edge)


small_L = 20.0
grid = -small_L / 2 + small_L * np.arange(512) / 512


def half_trace(k):
    return (np.exp(-1j * k * small_L) * inverse_t(k)).real


worst_condition = worst_level_current = 0.0
for theta in (0.7, 2.1):
    energy, current = diagonalize(bump(grid), small_L, theta, 60)
    for n in range(6):
        assert energy[n] > 0
        k = np.sqrt(energy[n])
        worst_condition = max(worst_condition, abs(half_trace(k) - np.cos(theta)))
        step = 1e-4
        slope = (half_trace(k + step) - half_trace(k - step)) / (2 * step)
        predicted = -2 * k * np.sin(theta) / slope
        worst_level_current = max(worst_level_current,
                                  abs(predicted / current[n] - 1))
        assert np.sign(current[n]) == (-1)**n
assert worst_condition < 1e-6
assert worst_level_current < 1e-4

# Parity theorem in random potentials: minimum at theta=0 (N odd), pi (N even)
rng = np.random.default_rng(4)
twists = np.linspace(0, 2 * pi, 13)
for trial in range(3):
    random_pot = np.zeros(128)
    angle = 2 * pi * np.arange(128) / 128
    for harmonic in range(1, 6):
        a, b = 0.1 * rng.normal(size=2)
        random_pot += a * np.cos(harmonic * angle) + b * np.sin(harmonic * angle)
    spectra = np.array([diagonalize(random_pot, small_L, th, 25)[0]
                        for th in twists])
    for number in range(1, 7):
        total = spectra[:, :number].sum(axis=1)
        best = 0 if number % 2 else 6
        assert np.all(total[best] <= total + 1e-11)


# ---------- delta barrier of strength g: exact levels and their sums ----------
def delta_t(k, g):
    return 1 / (1 + 1j * g / (2 * k))


def delta_levels(theta, number, length, g):
    """Wave numbers k_n, one in each interval (n-1)pi < kL < n pi."""
    theta = np.atleast_1d(theta)[:, None]
    n = np.arange(1, number + 1)[None, :]
    low = (n - 1) * pi / length + 0 * theta
    high = n * pi / length + 0 * theta
    sign = np.where(n % 2 == 1, 1, -1)
    for _ in range(52):
        mid = 0.5 * (low + high)
        f = (np.exp(-1j * mid * length) / delta_t(mid, g)).real - np.cos(theta)
        above = sign * f > 0
        low = np.where(above, mid, low)
        high = np.where(above, high, mid)
    return 0.5 * (low + high)


def level_currents(theta, number, length, g, h=1e-3):
    theta = np.atleast_1d(theta)
    up = delta_levels(theta + h, number, length, g)**2
    down = delta_levels(theta - h, number, length, g)**2
    return (up - down) / (2 * h)


def exact_current(theta, number, length, g):
    return level_currents(theta, number, length, g).sum(axis=1)


def fermi_data(number, length, g):
    k = brentq(lambda q: q * length + np.angle(delta_t(q, g)) - pi * number,
               pi * number / length, pi * (number + 1) / length, xtol=1e-15)
    return k, abs(delta_t(k, g))**2, 2 * k / length


def shape(theta, number, T):
    """Predicted J in units of v/L."""
    beta = np.arccos(np.sqrt(T) * np.cos(theta))
    slope = np.sqrt(T) * np.sin(theta) / np.sin(beta)
    return slope * (beta if number % 2 else beta - pi) / pi


L, g = 1000.0, 0.2
N_odd, N_even = 101, 100

# Delta levels against the plane-wave secular sum 1 + (g/L) sum 1/(q^2-E) = 0
cut = 200000
q_all = (2 * pi * np.arange(-cut, cut + 1) + 1.0) / L
k_test = delta_levels(1.0, N_odd, L, g)[0]
for n in (1, 2, 50, 101):
    secular = g / L * np.sum(1 / (q_all**2 - k_test[n - 1]**2))
    secular += g * L / (2 * pi**2 * (cut + 0.5))
    assert abs(1 + secular) < 1e-6

# Clean ring: fill the lowest plane waves explicitly
def clean_energy(theta, number):
    q = (2 * pi * np.arange(-150, 151) + theta) / L
    return np.sort(q**2)[:number].sum()


for number in (N_odd, N_even):
    unit_clean = 2 * pi * number / L**2
    for theta in (0.3, 1.5, 2.9):
        found = (clean_energy(theta + 1e-3, number)
                 - clean_energy(theta - 1e-3, number)) / 2e-3
        law = theta / pi if number % 2 else theta / pi - 1
        assert abs(found / unit_clean - law) < 1e-6

# Rounded curve against exact sums; the error must fall as the ring grows
thetas = np.linspace(0.05, pi - 0.05, 40)


def curve_error(number, length):
    _, T, unit = fermi_data(number, length, g)
    exact = exact_current(thetas, number, length, g) / unit
    return np.max(np.abs(exact - shape(thetas, number, T)))


err_odd, err_odd_big = curve_error(N_odd, L), curve_error(405, 4 * L)
err_even, err_even_big = curve_error(N_even, L), curve_error(400, 4 * L)
assert err_odd < 0.02 and err_even < 0.02
assert err_odd_big < err_odd / 2.5 and err_even_big < err_even / 2.5

kF, T, unit = fermi_data(N_odd, L, g)
kF_even, T_even, unit_even = fermi_data(N_even, L, g)
R = 1 - T

# Gap at the former crossing
k_pair = delta_levels(pi, N_odd + 1, L, g)[0, -2:]
gap_exact = k_pair[1]**2 - k_pair[0]**2
gap_law = 2 * unit * np.arcsin(np.sqrt(R))
assert abs(gap_exact / gap_law - 1) < 0.01

# Peak height and the cube-root law
def peak_law(refl):
    return (1 - (refl / pi**2)**(1 / 3))**1.5


fine = np.linspace(0.01, pi - 0.001, 40001)
peak_rows = []
for refl in (1e-2, 1e-3, 1e-4):
    peak = shape(fine, 1, 1 - refl).max()
    assert abs(peak - peak_law(refl)) < refl
    peak_rows.append((refl, peak, peak_law(refl)))
scan = np.linspace(0.02, pi - 0.02, 500)
scan_exact = exact_current(scan, N_odd, L, g) / unit
peak_exact = scan_exact.max()
peak_flux = scan[scan_exact.argmax()] / (2 * pi)
peak_shape = shape(fine, 1, T).max()
assert abs(peak_exact - peak_shape) < 0.01

# Weak link: sinusoidal current of either sign
g_strong = 20.0
weak = {}
for number in (N_odd, N_even):
    _, T_weak, unit_weak = fermi_data(number, L, g_strong)
    amplitude = 0.5 * np.sqrt(T_weak)
    sign = 1 if number % 2 else -1
    found = exact_current(thetas, number, L, g_strong) / unit_weak
    assert np.max(np.abs(found - sign * amplitude * np.sin(thetas))) < 0.05 * amplitude
    quarter = exact_current(pi / 2, number, L, g_strong)[0] / unit_weak
    weak[number] = (T_weak, quarter, sign * amplitude)

# Spin, odd total number: half-flux-quantum period
def spin_current(theta):
    return (exact_current(theta, N_odd, L, g)
            + exact_current(theta, N_even, L, g)) / unit


period_error = np.max(np.abs(spin_current(thetas) - spin_current(thetas + pi)))
single_change = np.max(np.abs(exact_current(thetas, N_odd, L, g)
                              - exact_current(thetas + pi, N_odd, L, g))) / unit
assert period_error < 0.03 and single_change > 0.5

# ---------- printed example ----------
rydberg = const.physical_constants["Rydberg constant times hc in J"][0]
bohr = const.physical_constants["Bohr radius"][0]
ampere_per_unit = const.e * rydberg / const.hbar
field = const.h / const.e / ((L * bohr)**2 / (4 * pi))
currents = level_currents(pi / 2, N_odd, L, g)[0]

print(f"smooth scatterer: max error of cos condition = {worst_condition:.1e}")
print(f"smooth scatterer: max rel. error of level current = {worst_level_current:.1e}")
print(f"circumference L = {L:.0f} a0; barrier g = {g:.1f} Ry a0")
print(f"field for one flux quantum, circular ring = {field:.2f} T")
print(f"N={N_odd}: k_F = {kF:.5f} 1/a0, v_F = {2*kF:.5f} a0 Ry/hbar")
print(f"N={N_odd}: T = {T:.4f}, R = {R:.4f}")
print(f"N={N_even}: k_F = {kF_even:.5f} 1/a0, T = {T_even:.4f}")
print(f"T at one tenth of k_F (N={N_odd}) = {abs(delta_t(kF/10, g))**2:.4f}")
print(f"N={N_odd}: v_F/L = {unit:.4e} Ry/hbar")
print(f"N={N_odd}: e v_F/L = {unit*ampere_per_unit*1e6:.4f} microampere")
print("J in units of its own v_F/L: flux/flux quantum, exact sum, formula")
for number, trans, scale in ((N_odd, T, unit), (N_even, T_even, unit_even)):
    for flux in (0.10, 0.25, 0.40, 0.45):
        th = 2 * pi * flux
        ex = exact_current(th, number, L, g)[0] / scale
        print(f"  N={number}: {flux:.2f}  {ex:+.4f}  {shape(th, number, trans):+.4f}")
print(f"max curve error, N=101, L=1000 a0: {err_odd:.1e} v_F/L")
print(f"max curve error, N=405, L=4000 a0: {err_odd_big:.1e} v_F/L")
print(f"max curve error, N=100, L=1000 a0: {err_even:.1e} v_F/L")
print(f"max curve error, N=400, L=4000 a0: {err_even_big:.1e} v_F/L")
print("level currents at flux 0.25, N=101, in v_F/L:")
print(f"  level 100: {currents[-2]/unit:+.4f}; level 101: {currents[-1]/unit:+.4f}")
print(f"  sum of magnitudes: {np.abs(currents).sum()/unit:.3f}")
print(f"  signed sum: {currents.sum()/unit:+.4f}")
print(f"gap at half flux quantum: exact {gap_exact:.4e} Ry, law {gap_law:.4e} Ry")
print(f"peak J, N=101: exact {peak_exact:.4f}, formula {peak_shape:.4f} v_F/L")
print(f"peak J, N=101: cube-root law {peak_law(R):.4f} v_F/L")
print(f"peak position, exact: flux/flux quantum = {peak_flux:.3f}")
print(f"peak electric current magnitude = {peak_exact*unit*ampere_per_unit*1e6:.4f} microampere")
print("peak versus R: R, full formula, cube-root law (v_F/L)")
for row in peak_rows:
    print(f"  {row[0]:.0e}  {row[1]:.4f}  {row[2]:.4f}")
print(f"weak link g = {g_strong:.0f} Ry a0, J at flux 0.25 in v_F/L:")
for number, (tw, found, law) in weak.items():
    print(f"  N={number}: T = {tw:.3e}, exact {found:+.5f}, sine law {law:+.5f}")
print(f"spin, 101 up + 100 down: max change under half quantum = {period_error:.4f} v_F/L")
print(f"101 spinless: max change under half quantum = {single_change:.4f} v_F/L")
print("verified")
```

Running it gives:

```
smooth scatterer: max error of cos condition = 1.8e-08
smooth scatterer: max rel. error of level current = 8.2e-07
circumference L = 1000 a0; barrier g = 0.2 Ry a0
field for one flux quantum, circular ring = 18.56 T
N=101: k_F = 0.31761 1/a0, v_F = 0.63521 a0 Ry/hbar
N=101: T = 0.9098, R = 0.0902
N=100: k_F = 0.31447 1/a0, T = 0.9082
T at one tenth of k_F (N=101) = 0.0916
N=101: v_F/L = 6.3521e-04 Ry/hbar
N=101: e v_F/L = 2.1037 microampere
J in units of its own v_F/L: flux/flux quantum, exact sum, formula
  N=101: 0.10  +0.1932  +0.1934
  N=101: 0.25  +0.4765  +0.4769
  N=101: 0.40  +0.6875  +0.6881
  N=101: 0.45  +0.6031  +0.6036
  N=100: 0.10  -0.6856  -0.6862
  N=100: 0.25  -0.4761  -0.4765
  N=100: 0.40  -0.1931  -0.1933
  N=100: 0.45  -0.0967  -0.0968
max curve error, N=101, L=1000 a0: 6.2e-04 v_F/L
max curve error, N=405, L=4000 a0: 1.6e-04 v_F/L
max curve error, N=100, L=1000 a0: 6.3e-04 v_F/L
max curve error, N=400, L=4000 a0: 1.6e-04 v_F/L
level currents at flux 0.25, N=101, in v_F/L:
  level 100: -0.9375; level 101: +0.9478
  sum of magnitudes: 43.610
  signed sum: +0.4765
gap at half flux quantum: exact 3.8717e-04 Ry, law 3.8752e-04 Ry
peak J, N=101: exact 0.6880, formula 0.6887 v_F/L
peak J, N=101: cube-root law 0.7034 v_F/L
peak position, exact: flux/flux quantum = 0.405
peak electric current magnitude = 1.4474 microampere
peak versus R: R, full formula, cube-root law (v_F/L)
  1e-02  0.8516  0.8532
  1e-03  0.9307  0.9309
  1e-04  0.9677  0.9677
weak link g = 20 Ry a0, J at flux 0.25 in v_F/L:
  N=101: T = 1.016e-03, exact +0.01593, sine law +0.01593
  N=100: T = 9.957e-04, exact -0.01578, sine law -0.01578
spin, 101 up + 100 down: max change under half quantum = 0.0108 v_F/L
101 spinless: max change under half quantum = 0.9529 v_F/L
verified
```
